# Hydrogen in a magnetic field: semiparabolic oscillator basis and shift-invert Lanczos: a program that tests the result

```python
# Hydrogen (fixed nucleus, atomic units) in a field gamma = B/B0 along z.
# E' = E - gamma*m/2; binding energy Eb = gamma(|m|+1)/2 - E'.
# Result under test: with mu^2=r+z, nu^2=r-z and 2D oscillator functions of
# frequency om (n1+n2<=K, z-parity par) the problem is the banded pencil
#   (T - 2Z + gamma^2 D) c = E' S c,  S=mu^2+nu^2, D=mu^2 nu^2 (mu^2+nu^2)/8,
# giving Eb=0.831169 hartree at gamma=1, and Rydberg levels by shift-invert
# Lanczos (theta=1/(E'-sigma)) with level counts from LDL^T inertia.
# Independent road: spherical harmonics times radial Laguerre functions.
import numpy as np, sympy as sy, scipy.sparse as sp
from scipy.linalg import eigh, eigh_tridiagonal, cholesky, solve_triangular
from scipy.linalg.lapack import dgbtrf, dgbtrs
from scipy.sparse.linalg import eigsh
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln, lpmv
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
B0 = pc['atomic unit of mag. flux density'][0]
EV = pc['Hartree energy in eV'][0]
CM = pc['hartree-inverse meter relationship'][0]/100

# ---- coordinates: Jacobian and Laplacian, symbolic
x, y, z, ph = sy.symbols('x y z ph', real=True)
mu, nu = sy.symbols('mu nu', positive=True)
cart = {x: mu*nu*sy.cos(ph), y: mu*nu*sy.sin(ph), z: (mu**2-nu**2)/2}
pt = {mu: sy.Rational(7, 5), nu: sy.Rational(3, 4), ph: sy.Rational(2, 3)}
J = sy.Matrix([cart[x], cart[y], cart[z]]).jacobian([mu, nu, ph]).det()
assert sy.simplify(J**2-(mu*nu*(mu**2+nu**2))**2) == 0
f = (x+sy.I*y)**2*(1+z)*sy.exp(-(x**2+y**2)/3-(z-sy.Rational(1, 2))**2/5)
lap = sum(sy.diff(f, v, 2) for v in (x, y, z)).subs(cart).subs(pt)
g = f.subs(cart).subs(ph, 0)
semi = sum(sy.diff(v*sy.diff(g, v), v)/v-4*g/v**2 for v in (mu, nu))
semi = (semi*sy.exp(2*sy.I*ph)/(mu**2+nu**2)).subs(pt)
assert abs(complex(sy.N(lap-semi, 30))) < 1e-18 and abs(complex(sy.N(lap))) > 1e-2

def one_dim(nb, m, om):
    n = np.arange(nb); d = 2.0*n+m+1; s = np.sqrt((n+1.0)*(n+1+m))
    X = sp.diags([d, -s[:-1], -s[:-1]], [0, 1, -1])/om
    T = sp.diags([d, s[:-1], s[:-1]], [0, 1, -1])*om/2
    o1 = -s[:-1]*(d[:-1]+d[1:]); o2 = s[:-2]*s[1:-1]
    X2 = sp.diags([d*d+s*s+n*(n+m), o1, o1, o2, o2], [0, 1, -1, 2, -2])/om**2
    return X.tocsr(), T.tocsr(), X2.tocsr()

def lag(nb, a, t):
    n = np.arange(nb)[:, None]
    dL = np.where(n > 0, -eval_genlaguerre(np.maximum(n-1, 0), a+1.0, t), 0.0)
    return eval_genlaguerre(n, float(a), t), dL

# ---- matrix elements against Gauss-Laguerre quadrature
t, wt = roots_laguerre(20)
for m in (0, 1, 2):
    nb, om = 8, 1.7
    L, dL = lag(nb, m, t)
    c = np.exp(0.5*(gammaln(np.arange(nb)+1)-gammaln(np.arange(nb)+m+1)))[:, None]
    F = c*t**(m/2)*L
    G = c*(m/2*t**(m/2-1)*L+t**(m/2)*(dL-L/2))
    X, T, X2 = [a.toarray() for a in one_dim(nb, m, om)]
    assert np.allclose((F*wt)@F.T, np.eye(nb), atol=1e-10)
    assert np.allclose((F*wt*t/om)@F.T, X, atol=1e-9)
    assert np.allclose((F*wt*(t/om)**2)@F.T, X2, atol=1e-8)
    assert np.allclose(0.5*om*(4*(G*wt*t)@G.T+m*m*(F*wt/t)@F.T), T, atol=1e-9)
    assert abs((X@X-X2)[-1, -1]) > 1

def build(K, m, par, om):
    nb = K+1; X, T, X2 = one_dim(nb, abs(m), om); I = sp.identity(nb, format='csr')
    r, c, v, j = [], [], [], 0
    for k in range(nb):
        for n2 in range(k//2+1):
            n1 = k-n2
            if n1 == n2:
                if par < 0:
                    continue
                r += [n1*nb+n2]; c += [j]; v += [1.0]
            else:
                r += [n1*nb+n2, n2*nb+n1]; c += [j, j]; v += [2**-.5, par*2**-.5]
            j += 1
    P = sp.csr_matrix((v, (r, c)), shape=(nb*nb, j))
    kr = lambda a, b: (P.T@(sp.kron(a, b, 'csr')+sp.kron(b, a, 'csr'))@P).tocsr()
    return kr(T, I), kr(X, I), kr(X2, X)/8

def pencil(K, m, par, om, gam, Z=1.0):
    T, S, D = build(K, m, par, om)
    A = (T-2*Z*sp.identity(T.shape[0])+gam**2*D).tocsr(); A.eliminate_zeros()
    return A, S, T, D

def dense(A, S):
    return eigh(A.toarray(), S.toarray(), eigvals_only=True)

def halfband(M):
    M = M.tocoo(); return int(abs(M.row-M.col).max())

def lanczos(A, S, sigma, steps, reorth=True):
    M = (A-sigma*S).tocsr(); M.sum_duplicates(); C = M.tocoo()
    n = M.shape[0]; w = halfband(M)
    ab = np.zeros((3*w+1, n), order='F'); ab[2*w+C.row-C.col, C.col] = C.data
    lu, piv, info = dgbtrf(ab, w, w); assert info == 0
    Q = np.zeros((steps+1, n)); SQ = np.zeros((steps+1, n))
    al = np.zeros(steps); be = np.zeros(steps)
    q = np.random.default_rng(1).standard_normal(n)
    Q[0] = q/np.sqrt(q@(S@q)); SQ[0] = S@Q[0]
    for j in range(steps):
        u = np.array(dgbtrs(lu, w, w, SQ[j].copy(), piv)[0]).ravel()
        if j == 0:
            assert np.linalg.norm(M@u-SQ[0]) < 1e-6*np.linalg.norm(SQ[0])
        else:
            u -= be[j-1]*Q[j-1]
        al[j] = u@SQ[j]; u -= al[j]*Q[j]
        if reorth:
            for _ in range(2):
                u -= Q[:j+1].T@(SQ[:j+1]@u)
        Su = S@u; be[j] = np.sqrt(u@Su); Q[j+1] = u/be[j]; SQ[j+1] = Su/be[j]
    th, s = eigh_tridiagonal(al, be[:-1]); o = np.argsort(-abs(th))
    th, s = th[o], s[:, o]
    loss = abs(Q@SQ.T-np.eye(steps+1)).max()
    return sigma+1/th, th, abs(be[-1]*s[-1]), Q[:-1].T@s, loss

def count_below(A, S, eps):
    M = (A-eps*S); w = halfband(M); M = M.toarray(); n = len(M); neg = 0
    for j in range(n):
        d = M[j, j]; neg += d < 0; e = min(n, j+1+w); c = M[j+1:e, j]
        M[j+1:e, j+1:e] -= np.outer(c, c/d)
    return int(neg)

def spherical(gam, m, par, lmax, nr, a, sigma, k):
    m = abs(m); ls = np.arange(m+(par < 0), lmax+1, 2)
    u, wu = np.polynomial.legendre.leggauss(lmax+4)
    P = np.array([lpmv(m, int(l), u) for l in ls])
    P /= np.sqrt((P*P*wu).sum(1))[:, None]
    G = (P*wu*(1-u*u))@P.T; G[abs(G) < 1e-11] = 0
    t, w = roots_laguerre(nr+6); L, dL = lag(nr, 2, t)
    c = np.sqrt(w)/np.sqrt((np.arange(nr)+1.)*(np.arange(nr)+2))[:, None]
    p = c*t*L; dp = c*(L+t*dL-t*L/2); r = t/(2*a)
    Lc = cholesky(p@p.T, lower=True)
    p = solve_triangular(Lc, p, lower=True); dp = solve_triangular(Lc, dp, lower=True)
    cs = sp.csr_matrix
    H = (sp.kron(sp.identity(len(ls)), cs(2*a*a*dp@dp.T-(p/r)@p.T))
         + sp.kron(sp.diags(ls*(ls+1)/2.), cs((p/r**2)@p.T))
         + gam**2/8*sp.kron(cs(G), cs((p*r**2)@p.T))).tocsc()
    v0 = np.random.default_rng(2).standard_normal(H.shape[0])
    return np.sort(eigsh((H+H.T)/2, k=k, sigma=sigma, v0=v0, return_eigenvectors=False))

# ---- limits: zero field with degeneracies, weak field, Landau threshold
for m, par in ((0, 1), (0, -1), (1, 1)):
    ex = [-0.5/n**2 for n in range(1, 5) for l in range(m, n) if (-1)**(l+m) == par]
    ev = dense(*pencil(30, m, par, 0.5, 0.0)[:2])
    assert np.allclose(ev[:len(ex)], ex, atol=1e-10) and ev[len(ex)] > -0.021
rho2_1s = 2/3*quad(lambda r: 4*r**4*np.exp(-2*r), 0, 60)[0]
cw = (dense(*pencil(16, 0, 1, 1.0, 0.01)[:2])[0]+0.5)/0.01**2
assert abs(cw-rho2_1s/8) < 5e-5   # next order is O(gamma^2) = O(1e-4) times < 0.5
print(f"B0 = {B0:.6e} T")
print(f"1s: <rho^2>/8 = {rho2_1s/8:.6f}, (E+1/2)/gamma^2 at gamma=0.01 = {cw:.6f} a.u.")
for m in (0, 1):
    e1, e2 = [dense(*pencil(K, m, 1, 2.5, 1.0, Z=0.0)[:2])[0] for K in (24, 40)]
    assert (m+1)/2 < e2 < e1 and e2 < 1.1*(m+1)/2
    print(f"no Coulomb, gamma=1, |m|={m}: lowest E' K=24,40 = {e1:.5f}, {e2:.5f} Eh")

def first_order(n):
    T, S, D = build(n-1, 0, 1, 1.0/n); s = (n-1)//2+1
    assert np.allclose(S.toarray()[-s:, -s:], 2*n*n*np.eye(s))
    return np.linalg.eigvalsh(D.toarray()[-s:, -s:])/(2*n*n)
ev = dense(*pencil(30, 0, 1, 0.1, 3e-6)[:2]); ev = ev[abs(ev+0.005) < 1e-6]
assert len(ev) == 5 and np.allclose((ev+0.005)/9e-12, first_order(10), rtol=1e-3)
print("n=10 first-order shifts/gamma^2 (Eh):", " ".join(f"{v:.2f}" for v in first_order(10)))

# ---- gamma = 1
print("gamma=1, m=0, even, omega=2.5 a.u.: K, dim, half-bandwidth, Eb (Eh)")
prev = 9.0
for K in (2, 4, 8, 12, 16, 24, 32, 40):
    A, S = pencil(K, 0, 1, 2.5, 1.0)[:2]; e = dense(A, S)[0]
    assert e < prev+1e-10 and A.shape[0] == (K//2+1)**2
    if K >= 4:
        assert halfband(A) == sum(k//2+1 for k in (K-3, K-2, K-1))+2
    prev = e
    print(f"  {K:3d} {A.shape[0]:4d} {halfband(A):3d} {0.5-e:.10f}")
A, S, T, D = pencil(56, 0, 1, 2.5, 1.0)
assert np.diff(A.indptr).max() == 21
E, th, bd, V, _ = lanczos(A, S, -0.6, 50); E0 = E[0]; c = V[:, 0]
Es = spherical(1.0, 0, 1, 40, 44, 2.0, -0.6, 1)[0]
assert abs(E0-prev) < 1e-9 and abs(E0-Es) < 1e-8 and abs(0.5-E0-0.831169) < 5e-7
print(f"K=56 dim={A.shape[0]} Lanczos: E' = {E0:.10f} Eh, spherical E' = {Es:.10f} Eh")
print(f"binding energy = {0.5-E0:.10f} Eh = {(0.5-E0)*EV:.5f} eV")
kin, rinv, rho2 = c@(T@c), 2*c@c, 8*c@(D@c)
assert abs(2*kin-rinv-rho2/4) < 1e-7
h = 1e-3
ep, em = [lanczos(*pencil(40, 0, 1, 2.5, 1+q)[:2], -0.6, 40)[0][0] for q in (h, -h)]
assert abs((ep-em)/(2*h)-rho2/4) < 1e-6
print(f"<T> = {kin:.8f} Eh, <1/r> = {rinv:.8f} 1/bohr, <rho^2> = {rho2:.8f} bohr^2")
print(f"2<T> = {2*kin:.8f}, <1/r>+<rho^2>/4 = {rinv+rho2/4:.8f} Eh")
print(f"dE'/dgamma: difference {(ep-em)/(2*h):.7f}, <rho^2>/4 = {rho2/4:.7f} Eh")
for m, par in ((-1, 1), (0, -1)):
    e = lanczos(*pencil(56, m, par, 2.5, 1.0)[:2], -0.3, 60)[0][0]
    es = spherical(1.0, m, par, 45, 44, 2.0, -0.3, 1)[0]
    assert abs(e-es) < 1e-8
    thr = (abs(m)+1)/2
    print(f"m={m}, parity {par:+d}: Eb = {thr-e:.9f} Eh (spherical {thr-es:.9f} Eh)")

# ---- Rydberg levels at 6 T
Bf = 6.0; gam = Bf/B0; sig = -1/1800; om = 0.04; nl = 10
print(f"B = {Bf} T, gamma = {gam:.6e}, sigma = {sig*1e6:.4f} uEh, omega = {om} a.u.")
print(f"scaled energy sigma*gamma^(-2/3) = {sig*gam**(-2/3):.4f}")
fo = {n: first_order(n)*gam**2-0.5/n**2 for n in range(15, 32)}
nmix = min(n for n in range(15, 31) if fo[n][-1] > fo[n+1][0])
top = first_order(30)[-1]
assert nmix < 30 and abs(top/30**4-5/16) < 0.1*5/16
print(f"first order: manifold n={nmix} is the first to overlap n+1; (16/(5 gamma^2))^(1/7) = {(3.2/gam**2)**(1/7):.2f}")
print(f"n=30: top shift/(gamma^2 n^4) = {top/30**4:.4f}, top shift = {top*gam**2*1e6:.2f} uEh, 1/n^3 = {1e6/30**3:.2f} uEh")
A7, S7 = pencil(70, 0, 1, om, gam)[:2]; d7 = dense(A7, S7)
near7 = np.sort(d7[np.argsort(abs(d7-sig))[:nl]])
assert np.allclose(np.sort(lanczos(A7, S7, sig, 100)[0][:nl]), near7, rtol=0, atol=1e-12)
assert count_below(A7, S7, sig) == (d7 < sig).sum()
_, ths, bds, _, _ = lanczos(A7, S7, sig, 16); thx = 1/(d7-sig)
dist = np.array([abs(thx-q).min() for q in ths])
assert np.all(dist <= bds+1e-6*abs(ths)) and (dist > 1e-4*abs(ths)).any()
print(f"16 steps, K=70: Ritz values with bound/|theta| < 1e-6: {(bds < 1e-6*abs(ths)).sum()}")
A, S, T, D = pencil(90, 0, 1, om, gam)
assert halfband(A) == sum(k//2+1 for k in (87, 88, 89))+2
E, th, bd, V, loss = lanczos(A, S, sig, 100)
errb = (bd/th**2)[:nl+1].max(); assert errb < 1e-13 and loss < 1e-10
_, tg, _, _, lossg = lanczos(A, S, sig, 100, reorth=False)
copies = int((abs(tg-th[0]) < 1e-7*abs(th[0])).sum())
assert lossg > 1e-2 and copies >= 2
hw = 0.5*(abs(E[nl-1]-sig)+abs(E[nl]-sig))
lo, hi = count_below(A, S, sig-hw), count_below(A, S, sig+hw)
assert hi-lo == nl
o = np.argsort(E[:nl]); lev = E[:nl][o]
sph = spherical(gam, 0, 1, 50, 66, 0.04, sig, nl)
assert abs(lev-near7).max() < 1e-10 and abs(lev-sph).max() < 1e-10
print(f"K=90: dim = {A.shape[0]}, half-bandwidth = {halfband(A)}, max nonzeros/row = {np.diff(A.indptr).max()}")
print(f"100 steps: orthogonality loss {loss:.1e} (reorth), {lossg:.1e} (none, {copies} copies of nearest level)")
print(f"window sigma +- {hw*1e6:.4f} uEh: inertia counts {lo}, {hi}")
print("index, E' (uEh), n_eff, rms rho (bohr)")
for i, j in enumerate(o):
    print(f"  {lo+i+1:4d} {E[j]*1e6:.6f} {(-0.5/E[j])**0.5:.4f} {np.sqrt(8*V[:, j]@(D@V[:, j])):.1f}")
print(f"max residual bound {errb:.1e} Eh; max |K=90 - K=70| {abs(lev-near7).max():.1e} Eh")
print(f"max |semiparabolic - spherical| = {abs(lev-sph).max():.1e} Eh")
print(f"mean spacing in window = {np.diff(lev).mean()*1e6:.4f} uEh")
print(f"level nearest sigma: E' = {E[0]*1e6:.6f} uEh = {E[0]*CM:.5f} cm^-1; threshold gamma/2 = {gam/2*1e6:.4f} uEh")
print("all assertions hold")
```

It prints:

```
B0 = 2.350518e+05 T
1s: <rho^2>/8 = 0.250000, (E+1/2)/gamma^2 at gamma=0.01 = 0.249972 a.u.
no Coulomb, gamma=1, |m|=0: lowest E' K=24,40 = 0.50425, 0.50183 Eh
no Coulomb, gamma=1, |m|=1: lowest E' K=24,40 = 1.00487, 1.00215 Eh
n=10 first-order shifts/gamma^2 (Eh): 266.03 694.58 1194.69 1916.47 2865.73
gamma=1, m=0, even, omega=2.5 a.u.: K, dim, half-bandwidth, Eb (Eh)
    2    4   3 0.8171656084
    4    9   7 0.8307348559
    8   25  13 0.8311681631
   12   49  19 0.8311688937
   16   81  25 0.8311688967
   24  169  37 0.8311688967
   32  289  49 0.8311688967
   40  441  61 0.8311688967
K=56 dim=841 Lanczos: E' = -0.3311688967 Eh, spherical E' = -0.3311688967 Eh
binding energy = 0.8311688967 Eh = 22.61726 eV
<T> = 0.73304392 Eh, <1/r> = 1.19817116 1/bohr, <rho^2> = 1.07166673 bohr^2
2<T> = 1.46608784, <1/r>+<rho^2>/4 = 1.46608784 Eh
dE'/dgamma: difference 0.2679167, <rho^2>/4 = 0.2679167 Eh
m=-1, parity +1: Eb = 0.456597058 Eh (spherical 0.456597058 Eh)
m=0, parity -1: Eb = 0.260006616 Eh (spherical 0.260006616 Eh)
B = 6.0 T, gamma = 2.552629e-05, sigma = -555.5556 uEh, omega = 0.04 a.u.
scaled energy sigma*gamma^(-2/3) = -0.6408
first order: manifold n=25 is the first to overlap n+1; (16/(5 gamma^2))^(1/7) = 24.24
n=30: top shift/(gamma^2 n^4) = 0.3034, top shift = 160.14 uEh, 1/n^3 = 37.04 uEh
16 steps, K=70: Ritz values with bound/|theta| < 1e-6: 4
K=90: dim = 2116, half-bandwidth = 136, max nonzeros/row = 21
100 steps: orthogonality loss 1.3e-15 (reorth), 1.0e+00 (none, 19 copies of nearest level)
window sigma +- 14.0005 uEh: inertia counts 210, 220
index, E' (uEh), n_eff, rms rho (bohr)
   211 -567.034147 29.6948 885.3
   212 -566.819339 29.7004 569.8
   213 -563.686471 29.7828 595.3
   214 -558.552074 29.9194 635.0
   215 -555.550193 30.0001 955.4
   216 -551.961507 30.0975 685.9
   217 -551.197784 30.1184 220.9
   218 -544.148363 30.3128 742.9
   219 -543.105538 30.3419 374.1
   220 -542.895309 30.3478 1028.2
max residual bound 0.0e+00 Eh; max |K=90 - K=70| 5.9e-18 Eh
max |semiparabolic - spherical| = 5.8e-15 Eh
mean spacing in window = 2.6821 uEh
level nearest sigma: E' = -555.550193 uEh = -121.92917 cm^-1; threshold gamma/2 = 12.7631 uEh
all assertions hold
```
